# Mean-field Curie temperature from the DLM–ferromagnet energy difference

## The decision

Suppose two total energies have been calculated for a magnet: one for the ferromagnet (FM), one for the disordered-local-moment (DLM) state, in which the moments survive but point in independent random directions. May their difference be turned directly into a Curie temperature, or must exchange couplings or partially ordered states be calculated as well? For a classical Heisenberg magnet with equivalent magnetic sites, in which ferromagnetism is the first kind of order to appear on cooling, the two energies suffice within mean-field theory:

$$k_BT_C=\frac23\,\Delta,\qquad \Delta=\frac{E_{\rm DLM}-E_{\rm FM}}{N_{\rm mag}} .\tag{1}$$

Only atoms carrying their own moments count in $N_{\rm mag}$, written $N$ below.

## Model and conditions

Let $\mathbf e_i$ be the classical unit vector along moment $i$, and

$$H=-\sum_{i\ne j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j,\qquad J_0=\sum_jJ_{0j}.\tag{2}$$

The double sum counts each pair twice, so turning one pair from parallel to antiparallel costs $4J_{ij}$. Moment lengths are fixed and absorbed in $J_{ij}$; there is no anisotropy. All sites are equivalent, and $J_0$ is the largest eigenvalue of the matrix $J_{ij}$, which means that no spiral or antiferromagnetic pattern orders before the ferromagnet. Non-negative couplings guarantee this.

## The two energies

In the ferromagnet every scalar product is 1, so $E_{\rm FM}=-NJ_0$. In the DLM state the directions are independent and each averages to zero:

$$\langle\mathbf e_i\cdot\mathbf e_j\rangle=\langle\mathbf e_i\rangle\cdot\langle\mathbf e_j\rangle=0\quad(i\neq j).$$

Hence $E_{\rm DLM}=0$ and $\Delta=J_0$. A constant added to $H$ cancels in $\Delta$.

## The mean-field free energy

Mean-field theory approximates the thermal distribution by a product of single-site densities $p(\mathbf e)$, normalized by $\int p\,d\Omega/4\pi=1$. The Gibbs variational principle says that the best product has the lowest value of energy minus temperature times entropy. With $m=\langle\cos\theta\rangle$, the free energy per site relative to the DLM state is

$$f=-J_0m^2+k_BT\,D,\qquad D=\int\frac{d\Omega}{4\pi}\,p\ln p .\tag{3}$$

$D$ is the entropy lost relative to uniform directions, in units of $k_B$.

Which $p$ loses least entropy at given $m$? Take

$$p_a=\frac{e^{a\cos\theta}}{Z},\qquad Z=\frac12\int_{-1}^{1}e^{ax}dx=\frac{\sinh a}{a}.$$

For any other density with the same $m$, $\ln p_a=a\cos\theta-\ln Z$ has the same average in $p$ as in $p_a$. Therefore $D[p]-D[p_a]=\int p\ln(p/p_a)\,d\Omega/4\pi\ge0$, and $p_a$ is the best choice. It gives

$$m=\frac{d\ln Z}{da}=\coth a-\frac1a\equiv L(a),\qquad D=am-\ln Z.\tag{4}$$

Differentiating $D$ with respect to $m$,

$$\frac{dD}{dm}=a+m\frac{da}{dm}-\frac{d\ln Z}{da}\frac{da}{dm}=a,$$

because the last two terms cancel. Stationarity of $f$ then reads $-2J_0m+k_BTa=0$, or

$$m=L\!\left(\frac{2J_0m}{k_BT}\right).\tag{5}$$

The factor 2 arises because each moment appears in (2) both as $i$ and as $j$.

## The Curie temperature

For small $a$, $L(a)=a/3-a^3/45+\dots$. To invert, put $a=3m+cm^3$. The cubic terms require $c/3-27/45=0$, so $c=9/5$. Integrating $dD/dm=a$ from $m=0$ gives

$$D=\frac32m^2+\frac9{20}m^4+\dots,\tag{6}$$

$$f=\left(\frac32k_BT-J_0\right)m^2+\frac9{20}k_BT\,m^4+\dots\tag{7}$$

The quadratic coefficient changes sign at

$$k_BT_C=\frac23J_0=\frac23\Delta,\tag{8}$$

which is (1). The 3 comes from $\langle\cos^2\theta\rangle=1/3$ for uniform directions, the 2 from the two appearances of each moment.

A small-$m$ expansion alone cannot exclude a jump to large $m$ at a higher temperature. For that we need $D\ge3m^2/2$ at every $m$, which follows if $a\ge3m$, that is, if $L(a)\le a/3$ for $a>0$. Multiplied by $a\sinh a$, this inequality becomes

$$a\cosh a-\sinh a\le\frac{a^2}{3}\sinh a .$$

The coefficients of $a^{2n+1}$, $n\ge1$, are $2n/(2n+1)!$ on the left and $2n(2n+1)/[3(2n+1)!]$ on the right. Their ratio, right over left, is $(2n+1)/3\ge1$, so the inequality holds term by term. If the mean directions $\mathbf m_i$ differ from site to site, the same bound gives a total free energy of at least $(\frac32k_BT-J_0)\sum_i|\mathbf m_i|^2$, since $J_0$ is the largest eigenvalue. No ordered product state wins above $T_C$.

Two limits show the behaviour below $T_C$. Just below it, minimizing (7) gives $m^2\simeq\frac53(1-T/T_C)$, a continuous onset. At low temperature $L(a)\simeq1-1/a$, so $m\simeq1-k_BT/(2J_0)$; the linear decrease is a property of classical vectors.

## What changes beyond Heisenberg: slope and chord

Let $\varepsilon(m)$ be the energy per site averaged over the product of the densities $p_a$ with $L(a)=m$; this family runs from the DLM state ($a=0$) to the ferromagnet ($a\to\infty$). For a rotationally invariant energy with smooth dependence on the density, $\varepsilon(m)=\varepsilon(0)-cm^2+O(m^4)$. Combined with (6), the DLM state becomes unstable to ferromagnetism at $k_BT=2c/3$:

$$k_BT_C=-\frac23\left.\frac{d\varepsilon}{d(m^2)}\right|_{0},\qquad
\Delta=-\int_0^1\frac{d\varepsilon}{d(m^2)}\,d(m^2).\tag{9}$$

The temperature depends on the initial slope of energy against $m^2$; $\Delta$ is the drop along the whole chord. For Heisenberg coupling the graph is a straight line and the two agree. Agreement of the two numbers does not prove the converse, since different curvatures can cancel in the integral.

If the transition is first order, order appears above the temperature in (9). An ordered density beats the DLM state when $\varepsilon-\varepsilon(0)+k_BTD<0$, so if all sites share the same density

$$k_BT_{\rm order}=\sup_p\frac{\varepsilon(0)-\varepsilon[p]}{D[p]} .\tag{10}$$

### Biquadratic coupling

Add $-\sum_{i\ne j}B_{ij}(\mathbf e_i\cdot\mathbf e_j)^2$ with non-negative $B_{ij}$ and $B_0=\sum_jB_{0j}>0$; couplings of mixed sign could favour a staggered pattern of axes instead. For densities symmetric about $z$, let $Q=\langle(3\cos^2\theta-1)/2\rangle$. The matrix $\langle e_\alpha e_\beta\rangle$ is diagonal with elements $(1-Q)/3,\ (1-Q)/3,\ (1+2Q)/3$. For two independent sites the average of $(\mathbf e_i\cdot\mathbf e_j)^2$ is the sum of the squares of these elements:

$$\frac{2(1-Q)^2+(1+2Q)^2}{9}=\frac13+\frac23Q^2 .$$

Thus $\varepsilon=-J_0m^2-B_0/3-2B_0Q^2/3$. In the ferromagnet $m=Q=1$, so $\Delta=J_0+2B_0/3$. Near the DLM state $Q$ is of order $m^2$, so the new term is of order $m^4$ and the instability stays at $2J_0/3$. Rule (1) then lies $4B_0/9$ above this instability, which is the ordering temperature as long as the transition is continuous.

To find when the transition becomes first order, we need the entropy cost of $Q$. From $aZ=\sinh a$, two differentiations give $aZ''+2Z'=aZ$, hence $\langle\cos^2\theta\rangle=Z''/Z=1-2L/a\simeq1/3+2a^2/45$. So the density $p_a$ has $Q\simeq a^2/15\simeq3m^2/5$. Since the variance of $P_2(\cos\theta)$ for uniform directions is $1/5$, shifting $Q$ away from this value costs $\frac52(Q-\frac35m^2)^2$ in $D$ at leading order. With $\alpha=2B_0/3$, $\beta=5k_BT/2$ and $q=3m^2/5$, the terms containing $Q$ are

$$-\alpha Q^2+\beta(Q-q)^2 .$$

For $\alpha<\beta$ the minimum is at $Q=\beta q/(\beta-\alpha)$, where their value is $-\alpha\beta q^2/(\beta-\alpha)$. The total $m^4$ coefficient is therefore

$$\frac9{20}k_BT-\frac9{25}\frac{\alpha\beta}{\beta-\alpha}.\tag{11}$$

It vanishes when $\alpha\beta/(\beta-\alpha)=5k_BT/4=\beta/2$, so $\alpha=\beta/3$ and $B_0=5k_BT/4$. At $k_BT=2J_0/3$ this is $B_0=5J_0/6$. Above it an ordered state already has lower free energy at $2J_0/3$, and the transition out of the DLM state is first order. It leads to a ferromagnet only while $B_0$ is not too large: at $B_0=4J_0$ the jump is to $m\approx0.54$, but at $B_0=5J_0$ it is to a state with a common axis and no net moment ($m=0$, $Q\approx0.43$, $k_BT\approx1.47J_0$), and magnetization appears only near $k_BT\approx1.40J_0$. In that range $T_{\rm order}$ of (10) is not the Curie temperature. Global maximization of (10) over axially symmetric densities supports this: $k_BT_{\rm order}/(2J_0/3)$ is 1.0000 at $B_0/J_0=0.8$ and 1.0015 at 0.9.

### Four-site coupling

Products $(\mathbf e_i\cdot\mathbf e_j)(\mathbf e_k\cdot\mathbf e_l)$ on four different sites average to $m^4$. With total strength $K_0$ per site they contribute $-K_0m^4$, so $\Delta$ gains $K_0$ while the initial slope is unchanged. The quartic coefficient $\frac9{20}k_BT-K_0$ vanishes at $K_0=3J_0/10$ when $k_BT=2J_0/3$; beyond this the transition is first order. A negative $K_0$ makes rule (1) too low.

### Moments that change length

Let a common moment $\mu$ adjust to the mean order, with energy

$$\varepsilon=b(\mu^2-\mu_0^2)^2-j\mu^2m^2 .$$

Minimizing over $\mu^2$ gives $\mu^2=\mu_0^2+jm^2/(2b)$. Inserting this,

$$\varepsilon=\frac{j^2m^4}{4b}-j\mu_0^2m^2-\frac{j^2m^4}{2b}=-j\mu_0^2m^2-\frac{j^2}{4b}m^4 .$$

The result is an effective $K_0=j^2/(4b)$. The DLM moment $\mu_0$ fixes the instability, while $\Delta=j(\mu_0^2+\mu_{\rm FM}^2)/2$ contains the mean of the squared DLM and FM moments. Thermal fluctuations of the length are left out of this model.

## Two limits on the Heisenberg statement itself

**Inequivalent sublattices.** Take $n$ equally populated magnetic sublattices, and let $J_{ab}$ be the summed coupling of a site on $a$ to all sites on $b$. The quadratic free energy per cell is $\sum_{ab}(\frac32k_BT\delta_{ab}-J_{ab})m_am_b$. If order repeats from cell to cell, it first appears at $k_BT_C=\frac23\lambda_{\max}$, with $\lambda_{\max}$ the largest eigenvalue of $J_{ab}$. When no coupling between different sublattices is negative, the components of the leading eigenvector can be chosen non-negative and this is a Curie temperature of parallel moments. Negative couplings can instead produce antiparallel sublattices, even with no net moment. But

$$\Delta=\frac1n\sum_{ab}J_{ab}=u^TJu,\qquad u=\frac{(1,\dots,1)}{\sqrt n},$$

is the expectation value of $J$ in a unit vector, so $\Delta\le\lambda_{\max}$ and $k_BT_C\ge\frac23\Delta$. Equality requires $u$ to be an eigenvector belonging to $\lambda_{\max}$.

With $J_{AA}=3$, $J_{AB}=1$ and $J_{BB}=0$ mHa, $\Delta=(3+1+1+0)/2=2.5$ mHa and the rule gives 1.667 mHa. The eigenvalue $(3+\sqrt{13})/2=3.303$ mHa gives 2.202 mHa. The strongly coupled sublattice drives the order, and an average over atoms hides this.

**Quantum spins.** For $H=-\sum_{i\neq j}J_{ij}\mathbf S_i\cdot\mathbf S_j/S^2$, the energies are still $0$ and $-J_0$ per site. The variance of $S_z/S$ in the disordered state is $\sigma^2=(S+1)/(3S)$ instead of $1/3$. Then $D\simeq m^2/(2\sigma^2)$, and $k_BT_C=2\sigma^2J_0=\frac23\Delta(S+1)/S$. For $S=1/2$ the factor is 3; it tends to 1 for large $S$.

## Where multiple scattering enters

The DLM energy can be calculated in the coherent potential approximation (CPA), which replaces the disordered crystal by an effective medium. Without spin–orbit coupling, an atom with moment along $\mathbf e$ has the inverse scattering matrix

$$t^{-1}(\mathbf e)=\tfrac12(t_\uparrow^{-1}+t_\downarrow^{-1})+\tfrac12(t_\uparrow^{-1}-t_\downarrow^{-1})\,\boldsymbol\sigma\cdot\mathbf e .$$

The medium, with scattering matrix $t_c$ and site-diagonal path operator $\tau_c$, does not depend on spin. A spin rotation that turns $\sigma_z$ into $\boldsymbol\sigma\cdot\mathbf e$ therefore leaves it unchanged, and the impurity matrix becomes

$$D(\mathbf e)=[1+(t^{-1}(\mathbf e)-t_c^{-1})\tau_c]^{-1}
=\tfrac12(D_\uparrow+D_\downarrow)+\tfrac12(D_\uparrow-D_\downarrow)\,\boldsymbol\sigma\cdot\mathbf e .$$

Averaging over the sphere removes the last term. A random mixture of half up and half down moments gives the same average, so the CPA condition $\langle D\rangle=1$ has the same medium as solution for both kinds of disorder.

The exact averages of a biquadratic energy do differ: $-B_0/3$ for random vectors, but $-B_0$ for up/down moments, whose scalar products are $\pm1$. In CPA, $D(\mathbf e)$ is a spin rotation of the same pair $D_\uparrow,D_\downarrow$ for every $\mathbf e$, so the charge, moment length and density of states of a site, and with them the single-site energy, are the same for both kinds of disorder. Single-site CPA therefore cannot resolve this difference of $2B_0/3$. In an explicit up/down supercell the biquadratic term cancels from the energy difference, whereas a four-site term does not.

## A worked case

Take a model bcc lattice with $J_1=0.30$ mHa for 8 first neighbours and $J_2=0.10$ mHa for 6 second neighbours:

$$J_0=8(0.30)+6(0.10)=3.00\ \text{mHa},\qquad k_BT_C=\tfrac23(3.00)=2.00\ \text{mHa},$$

or $T_C\approx632$ K. Random configurations of 128 sites give a DLM energy of $-0.0017\pm0.0017$ mHa per site (standard error), consistent with zero.

Now add $B_0=K_0=0.60$ mHa. Then $E_{\rm FM}/N=-3.00-0.60-0.60=-4.20$ mHa and $E_{\rm DLM}/N=-0.60/3=-0.20$ mHa, so $\Delta=4.00$ mHa. Rule (1) gives 2.67 mHa, or 842 K. Maximizing (10) gives 2.00 mHa, as before. The energy rule is one third too high relative to the mean-field temperature of the same model. The transition is still continuous. The maximization finds no order above 2.00 mHa, which excludes a jump at a higher temperature, and the quartic coefficient has the right sign: at $k_BT=2$ mHa, $\alpha=0.4$ and $\beta=5$ mHa, so (11) less $K_0$ is $0.90-0.16-0.60=0.14$ mHa, which is positive.

A partially ordered state exposes the curvature. For the density $p_a$ with $a=2$, which has $m=0.537$ and $Q=0.194$, the energy $-J_0m^2-B_0/3-2B_0Q^2/3-K_0m^4$ is $-1.131$ mHa, a drop of 0.931 mHa from the DLM state. Dividing by $m^2=0.289$ gives 3.23 mHa, and two thirds of this is 2.15 mHa, much closer to 2.00 than the full chord. The quotient $[\varepsilon(0)-\varepsilon(m)]/m^2$ differs from $-d\varepsilon/d(m^2)|_0$, the positive quantity needed in (9), by a term of order $m^2$, so a third energy at small $m$ gives an estimate of it that improves as $m$ decreases. When the graph is curved, $\Delta$ alone does not fix the slope, however precisely it is known. The error of the energy drop is divided by $m^2$, so the third energy must be correspondingly more precise.

For a stronger four-site term, $K_0=1.50$ mHa with $B_0=0$, the transition is first order: $m$ jumps to 0.56 at $k_BT=2.07$ mHa, while rule (1) gives 3.00 mHa.

Variable moments act in the same direction. With $\mu_0=2\,\mu_B$, $j=0.75$ mHa/$\mu_B^2$ and $b=0.25$ mHa/$\mu_B^4$, the moment grows to $2.35\,\mu_B$ in the ferromagnet. The energy difference is $3.00+0.5625=3.56$ mHa, and the rule gives 2.38 mHa against a mean-field value of 2.00 mHa.

These comparisons are between mean-field temperatures. Correlations between the directions of neighbouring moments are absent from every product density used here, so agreement with (1) says nothing about the size of their effect on the actual transition. The numerical output lists the model parameters and the main energies and temperatures.

## Table of computed values

```
bcc neighbours, first and second shell: 8, 6; sites: 128
J1: 0.30 mHa
J2: 0.10 mHa
J0: 3.0000 mHa
Heisenberg E_FM per site: -3.0000 mHa
Heisenberg E_DLM per site, sampled: -0.0017 mHa
  standard error: 0.0017 mHa
Heisenberg k_B T_C, variational: 2.0000 mHa
Heisenberg 2/3 energy rule: 2.0000 mHa
Heisenberg T_C: 631.5 K
B0: 0.60 mHa
K0: 0.60 mHa
Mixed model E_FM per site: -4.2000 mHa
Mixed model E_DLM per site, formula: -0.2000 mHa
Mixed model E_DLM per site, sampled: -0.1993 mHa
  standard error: 0.0016 mHa
Mixed model up/down disorder energy, sampled: -0.6007 mHa
  standard error: 0.0029 mHa
Partial order m at field a=2: 0.5373
Partial order Q at field a=2: 0.1940
Partial order energy, formula: -1.1312 mHa
Partial order energy, sampled: -1.1295 mHa
  standard error: 0.0037 mHa
Mixed model E_DLM - E_FM: 4.0000 mHa
Mixed model k_B T_C, variational: 2.0000 mHa
Mixed model 2/3 energy rule: 2.6667 mHa
Mixed model T_C: 631.5 K
Mixed model rule temperature: 842.1 K
k_B T_order/(2J0/3) at B0/J0=0.8, K0=0: 1.00000
k_B T_order/(2J0/3) at B0/J0=0.9, K0=0: 1.00154
k_B T_order/(2J0/3) at K0/J0=0.28, B0=0: 1.00000
k_B T_order/(2J0/3) at K0/J0=0.32, B0=0: 1.00050
First-order case K0 (B0=0): 1.50 mHa
First-order case k_B T_order: 2.0679 mHa
First-order case 2/3 energy rule: 3.0000 mHa
First-order case jump of m: 0.559
Variable moment: mu0: 2.00 mu_B
Variable moment: j: 0.75 mHa/mu_B^2
Variable moment: b: 0.25 mHa/mu_B^4
Variable moment: DLM moment: 2.0000 mu_B
Variable moment: FM moment: 2.3452 mu_B
Variable moment: E_DLM - E_FM: 3.5625 mHa
Variable moment: k_B T_C, variational: 1.9999 mHa
Variable moment: 2/3 energy rule: 2.3750 mHa
Sublattice couplings J_AA, J_AB, J_BB: 3.0 1.0 0.0 mHa
Sublattices: E_DLM - E_FM per magnetic atom: 2.5000 mHa
Sublattices: k_B T_C: 2.2019 mHa
Sublattices: 2/3 energy rule: 1.6667 mHa
Quantum/classical T_C for S=0.5: 3.000
Quantum/classical T_C for S=1.0: 2.000
Quantum/classical T_C for S=2.5: 1.400
CPA sphere minus up/down average, largest element: 9.3e-17
```
